# Renormalised Numerov recursion: bounded ratios and node counting in coupled channels: a numerical check

```python
"""Renormalised Numerov recursion for psi'' = 2 (V - E) psi, Hartree units.

Result under test: with T = h^2 (V-E)/6, U = 12/(1-T) - 10 and
F = (1-T) psi, the ratios R_n = F_(n+1) / F_n obey R_n = U_n - 1/R_(n-1).
They stay bounded once tiny eigenvalues are replaced by FLOOR, and the total
number of negative eigenvalues of all R_n is the number of levels below E,
provided 1-T is positive definite. V may be a symmetric channel matrix.
h: grid step, E: trial energy, N: number of interior grid points.
"""
import math
import numpy as np

FLOOR = 1e-14


def u_matrices(potential, energy, h):
    one = np.eye(potential.shape[1])
    t = h * h / 6 * (potential - energy * one)
    return 12 * np.linalg.inv(one - t) - 10 * one


def ratio_eigenvalues(u_list):
    """Eigenvalues of every ratio matrix, starting from F_0 = 0."""
    inverse = np.zeros_like(u_list[0])
    result = []
    for u in u_list:
        w, v = np.linalg.eigh(u - inverse)
        w = np.where(np.abs(w) < FLOOR, FLOOR, w)
        inverse = (v / w) @ v.T
        result.append(w)
    return np.array(result)


def count_coupled(potential, energy, h):
    return int((ratio_eigenvalues(u_matrices(potential, energy, h)) < 0).sum())


def count_single(potential, energy, h, start_inverse=0.0):
    t = h * h / 6 * (potential - energy)
    inverse, nodes = start_inverse, 0
    for u in (12 / (1 - t) - 10).tolist():
        ratio = u - inverse
        if abs(ratio) < FLOOR:
            ratio = FLOOR
        nodes += ratio < 0
        inverse = 1 / ratio
    return nodes


def find_level(counter, number, low, high):
    """Bisect for the energy where the count reaches the given number."""
    assert counter(low) < number <= counter(high)
    for _ in range(44):
        middle = (low + high) / 2
        if counter(middle) >= number:
            high = middle
        else:
            low = middle
    return (low + high) / 2


CHARGE, SOFT, THRESHOLD, COUPLING, WALL = 2.0, 1.0, 0.5, 0.3, 20.0


def model(r):
    v = np.zeros((len(r), 2, 2))
    v[:, 0, 0] = -CHARGE / np.sqrt(r**2 + SOFT**2)
    v[:, 1, 1] = v[:, 0, 0] + THRESHOLD
    v[:, 0, 1] = v[:, 1, 0] = COUPLING * np.exp(-r**2 / 4)
    return v


def interior(h):
    return h * np.arange(1, round(WALL / h))


def sine_reference(size):
    """Levels and integral of |psi'''|^2 from a sine basis."""
    x, weight = np.polynomial.legendre.leggauss(500)
    r, weight = (x + 1) * WALL / 2, weight * WALL / 2
    k = np.arange(1, size + 1) * np.pi / WALL
    s = np.sqrt(2 / WALL) * np.sin(np.outer(k, r))
    v = model(r)
    blocks = [[(s * (weight * v[:, i, j])) @ s.T for j in range(2)]
              for i in range(2)]
    kk = np.concatenate([k, k])
    e, c = np.linalg.eigh(np.block(blocks) + np.diag(kk**2 / 2))
    return e, (c**2 * kk[:, None]**6).sum(axis=0)


# Long barrier: direct values overflow, ratios do not.
kappa, h_bar, length = 10.0, 0.05, 100.0
n_bar = round(length / h_bar) - 1
u_bar = u_matrices(np.full((n_bar, 1, 1), kappa**2 / 2), 0.0, h_bar)
r_bar = ratio_eigenvalues(u_bar)[:, 0]
u0 = float(u_bar[0, 0, 0])
previous, current, overflow_step = 0.0, 1.0, None
for n in range(1, n_bar + 1):
    previous, current = current, u0 * current - previous
    if not math.isfinite(current):
        overflow_step = n
        break


def log_sinh(y):
    return y + math.log1p(-math.exp(-2 * y)) - math.log(2)


log_ratio = float(np.log(r_bar).sum())
log_exact = log_sinh(kappa * length) - log_sinh(kappa * h_bar)
assert overflow_step is not None
assert r_bar.min() >= 1 and r_bar.max() <= u0 + 1e-12
assert abs(log_ratio / log_exact - 1) < 3e-4
print(f"Barrier: kappa {kappa:.1f} 1/bohr, h {h_bar} bohr, length {length} bohr")
print(f"Barrier: U = {u0:.6f}, smallest and largest R = "
      f"{r_bar.min():.6f}, {r_bar.max():.6f}")
print(f"Barrier: direct recursion overflows at step {overflow_step} of {n_bar}")
print(f"Barrier: sum of ln R = {log_ratio:.4f}, exact log growth = {log_exact:.4f}")

# An exactly vanishing ratio: U = 1 gives R_1 = 1 and then R_2 = 0.
n_zero = 300
r_zero = ratio_eigenvalues(np.ones((n_zero, 1, 1)))[:, 0]
tri = np.eye(n_zero) - np.eye(n_zero, k=1) - np.eye(n_zero, k=-1)
negative_tri = int((np.linalg.eigvalsh(tri) < 0).sum())
assert r_zero[1] == FLOOR and np.isfinite(r_zero).all()
assert np.abs(r_zero).max() <= 1 + 1 / FLOOR
assert int((r_zero < 0).sum()) == negative_tri
print(f"Zero ratio: U = 1, N = {n_zero}, floor = {FLOOR:.0e}, "
      f"largest |R| = {np.abs(r_zero).max():.3e}")
print(f"Zero ratio: nodes = {int((r_zero < 0).sum())}, "
      f"negative matrix eigenvalues = {negative_tri}")

# Two closed channels: direct columns become dependent, ratios stay accurate.
decay, angle, n_closed = np.array([1.0, 3.0]), 0.5, 320
rot = np.array([[np.cos(angle), -np.sin(angle)], [np.sin(angle), np.cos(angle)]])
v_closed = rot @ np.diag(decay**2 / 2) @ rot.T
u_closed = u_matrices(np.array([v_closed] * n_closed), 0.0, h_bar)
f_old, f_now = np.zeros((2, 2)), np.eye(2)
for u in u_closed:
    f_old, f_now = f_now, u @ f_now - f_old
direct = np.sort(np.linalg.eigvals(f_now @ np.linalg.inv(f_old)).real)
u_channel = 12 / (1 - (h_bar * decay)**2 / 12) - 10
exact_ratio = (u_channel + np.sqrt(u_channel**2 - 4)) / 2
error_direct = np.abs(direct - exact_ratio).max()
error_ratio = np.abs(ratio_eigenvalues(u_closed)[-1] - exact_ratio).max()
assert error_ratio < 1e-11 and error_direct > 1e-6
print(f"Closed channels: decay constants {decay[0]}, {decay[1]} 1/bohr, "
      f"mixing angle {angle} rad, h {h_bar} bohr, {n_closed} steps")
print(f"Closed channels: ratio error, direct columns = {error_direct:.1e}, "
      f"ratio recursion = {error_ratio:.1e}")

# Node count against levels of the explicitly built Numerov Hamiltonian.
h_coarse = 0.2
v_coarse = model(interior(h_coarse))
n_coarse = len(v_coarse)
second = (np.eye(n_coarse, k=1) + np.eye(n_coarse, k=-1) - 2 * np.eye(n_coarse))
kinetic = -np.linalg.solve(np.eye(n_coarse) + second / 12, second)
kinetic = (kinetic + kinetic.T) / (4 * h_coarse**2)
hamiltonian = np.kron(kinetic, np.eye(2))
for n in range(n_coarse):
    hamiltonian[2*n:2*n+2, 2*n:2*n+2] += v_coarse[n]
numerov_levels = np.linalg.eigvalsh(hamiltonian)
for k in range(len(numerov_levels) - 1):
    trial = (numerov_levels[k] + numerov_levels[k + 1]) / 2
    assert count_coupled(v_coarse, trial, h_coarse) == k + 1
print(f"Count theorem: h {h_coarse} bohr, correct in all "
      f"{len(numerov_levels) - 1} gaps between Numerov levels")

# Coupled worked example.
reference, third_moment = sine_reference(120)
smaller_basis, _ = sine_reference(100)
assert np.abs(reference[:3] - smaller_basis[:3]).max() < 1e-10
h, energy = 0.1, -0.1
r = interior(h)
v = model(r)
u = u_matrices(v, energy, h)
eigs = ratio_eigenvalues(u)
nodes = int((eigs < 0).sum())
below = int((reference < energy).sum())
assert nodes == below
bottom = np.linalg.eigvalsh(v).min()
assert ratio_eigenvalues(u_matrices(v, bottom, h)).min() >= 1 - 1e-12
r2 = u[1] - np.linalg.inv(u[0])
print(f"Model: charge {CHARGE}, softening {SOFT} bohr, threshold {THRESHOLD} "
      f"hartree, coupling {COUPLING} hartree, wall {WALL} bohr")
print(f"Model: h = {h} bohr, N = {len(r)}, trial energy = {energy} hartree")
for name, matrix in (("U_1 = R_1", u[0]), ("U_2", u[1]), ("R_2", r2)):
    print(f"Model: {name}: 11 = {matrix[0, 0]:.6f}, 12 = {matrix[0, 1]:.6f}, "
          f"22 = {matrix[1, 1]:.6f}")
first = int(np.where((eigs < 0).any(axis=1))[0][0])
for n in range(first - 1, first + 2):
    print(f"Model: near first node, n = {n + 1}, r = {r[n]:.1f} bohr, "
          f"eigenvalues of R = {eigs[n, 0]:.5f}, {eigs[n, 1]:.5f}")
places = [f"{r[n]:.1f}" for n, row in enumerate(eigs) for w in row if w < 0]
print("Model: nodes lie within one step after r/bohr = " + ", ".join(places))
print(f"Model: nodes = {nodes}, sine-basis levels below trial energy = {below}")
print(f"Model: largest |eigenvalue of R| = {np.abs(eigs).max():.3f}")

h_fine = 0.05
v_fine = model(interior(h_fine))
for k in range(8):
    trial = (reference[k] + reference[k + 1]) / 2
    assert count_coupled(v_fine, trial, h_fine) == k + 1
print("Model: sine-basis levels/hartree = "
      + ", ".join(f"{e:.6f}" for e in reference[:8]))
for k in range(3):
    found = [find_level(lambda e: count_coupled(pot, e, step), k + 1, -3.0, 0.5)
             for pot, step in ((v, h), (v_fine, h_fine))]
    errors = [e - reference[k] for e in found]
    predicted = -h_fine**4 / 480 * third_moment[k]
    order = math.log2(errors[0] / errors[1])
    assert 3.8 < order < 4.2
    assert abs(errors[1] / predicted - 1) < 0.05
    print(f"Level {k + 1}: E(h={h}) = {found[0]:.9f}, E(h={h_fine}) = "
          f"{found[1]:.9f}, reference = {reference[k]:.9f} hartree")
    print(f"Level {k + 1}: error at h={h_fine}: {errors[1]:.3e}, predicted "
          f"{predicted:.3e} hartree, order {order:.3f}")

# Coincident nodes: the determinant sign misses them, eigenvalues do not.
same = v[:, 0, 0][:, None, None] * np.eye(2)
eigs_same = ratio_eigenvalues(u_matrices(same, energy, h))
single_nodes = count_single(v[:, 0, 0], energy, h)
det_nodes = int((eigs_same.prod(axis=1) < 0).sum())
same_nodes = int((eigs_same < 0).sum())
assert single_nodes > 0 and same_nodes == 2 * single_nodes and det_nodes == 0
print(f"Equal channels: nodes of one = {single_nodes}, eigenvalue count = "
      f"{same_nodes}, negative determinants = {det_nodes}")

# Coulomb potential -1/r, l = 0: effect of the nonzero F_0.
coulomb_errors = {"F_0 neglected": [], "F_0 included": []}
steps = (0.05, 0.025)
for step in steps:
    radius = step * np.arange(1, round(30 / step))
    start = (step / 6) / ((1 - step) * (1 + step / 6))
    for name, inverse in (("F_0 neglected", 0.0), ("F_0 included", start)):
        e = find_level(lambda x: count_single(-1 / radius, x, step, inverse),
                       1, -1.0, -0.3)
        coulomb_errors[name].append(e + 0.5)
for name, expected in (("F_0 neglected", 2), ("F_0 included", 4)):
    pair = coulomb_errors[name]
    order = math.log2(pair[0] / pair[1])
    assert abs(order - expected) < 0.3
    print(f"Coulomb Z=1, {name}: errors at h={steps[0]}, {steps[1]} bohr = "
          f"{pair[0]:.3e}, {pair[1]:.3e} hartree, order {order:.3f}")

# High angular momentum: 1-T negative at the first point gives a false node.
l_high, e_low = 4, -1.0
radius = h_bar * np.arange(1, 600)
v_high = -1 / radius + l_high * (l_high + 1) / (2 * radius**2)
t_high = h_bar**2 / 6 * (v_high - e_low)
false_nodes = count_single(v_high, e_low, h_bar)
cured_nodes = count_single(v_high[1:], e_low, h_bar)
assert v_high.min() > e_low and t_high[0] > 1 > t_high[1]
assert false_nodes == 1 and cured_nodes == 0
print(f"High l: l = {l_high}, h = {h_bar} bohr, E = {e_low} hartree, "
      f"lowest potential = {v_high.min():.4f} hartree")
print(f"High l: T_1 = {t_high[0]:.4f}, T_2 = {t_high[1]:.4f}, nodes from "
      f"n=1: {false_nodes}, from n=2: {cured_nodes}")

print("finished without a failed check")
```

Output:

```
Barrier: kappa 10.0 1/bohr, h 0.05 bohr, length 100.0 bohr
Barrier: U = 2.255319, smallest and largest R = 1.648828, 2.255319
Barrier: direct recursion overflows at step 1418 of 1999
Barrier: sum of ln R = 1000.0875, exact log growth = 999.9587
Zero ratio: U = 1, N = 300, floor = 1e-14, largest |R| = 1.000e+14
Zero ratio: nodes = 100, negative matrix eigenvalues = 100
Closed channels: decay constants 1.0, 3.0 1/bohr, mixing angle 0.5 rad, h 0.05 bohr, 320 steps
Closed channels: ratio error, direct columns = 1.8e-03, ratio recursion = 1.3e-15
Count theorem: h 0.2 bohr, correct in all 197 gaps between Numerov levels
Model: charge 2.0, softening 1.0 bohr, threshold 0.5 hartree, coupling 0.3 hartree, wall 20.0 bohr
Model: h = 0.1 bohr, N = 199, trial energy = -0.1 hartree
Model: U_1 = R_1: 11 = 1.962320, 12 = 0.005952, 22 = 1.972266
Model: U_2: 11 = 1.962895, 12 = 0.005909, 22 = 1.972841
Model: R_2: 11 = 1.453289, 12 = 0.007447, 22 = 1.465806
Model: near first node, n = 17, r = 1.7 bohr, eigenvalues of R = 0.10564, 0.94662
Model: near first node, n = 18, r = 1.8 bohr, eigenvalues of R = -7.48400, 0.93666
Model: near first node, n = 19, r = 1.9 bohr, eigenvalues of R = 0.92607, 2.11670
Model: nodes lie within one step after r/bohr = 1.8, 3.0, 5.2, 10.9
Model: nodes = 4, sine-basis levels below trial energy = 4
Model: largest |eigenvalue of R| = 7.484
Model: sine-basis levels/hartree = -0.822362, -0.331502, -0.221657, -0.152987, -0.082203, 0.006289, 0.123446, 0.200140
Level 1: E(h=0.1) = -0.822362955, E(h=0.05) = -0.822362309, reference = -0.822362266 hartree
Level 1: error at h=0.05: -4.298e-08, predicted -4.296e-08 hartree, order 4.002
Level 2: E(h=0.1) = -0.331502524, E(h=0.05) = -0.331502073, reference = -0.331502043 hartree
Level 2: error at h=0.05: -2.999e-08, predicted -2.998e-08 hartree, order 4.002
Level 3: E(h=0.1) = -0.221657662, E(h=0.05) = -0.221657394, reference = -0.221657377 hartree
Level 3: error at h=0.05: -1.781e-08, predicted -1.780e-08 hartree, order 4.002
Equal channels: nodes of one = 3, eigenvalue count = 6, negative determinants = 0
Coulomb Z=1, F_0 neglected: errors at h=0.05, 0.025 bohr = 7.901e-04, 2.030e-04 hartree, order 1.961
Coulomb Z=1, F_0 included: errors at h=0.05, 0.025 bohr = -9.340e-07, -5.833e-08 hartree, order 4.001
High l: l = 4, h = 0.05 bohr, E = -1.0 hartree, lowest potential = -0.0250 hartree
High l: T_1 = 1.6587, T_2 = 0.4129, nodes from n=1: 1, from n=2: 0
finished without a failed check
```
